# The cylindrical radial Laplacian in flux form on a half-shifted grid

## An electron near the axis

An electron moves in a plane under a potential $V(\rho)$ that depends on the distance $\rho$ from a centre. Its wavefunction can be taken as $u(\rho)e^{im\varphi}$ with integer $m$, and in Hartree atomic units the radial equation is

$$-\tfrac12 L_m u+Vu=Eu,\qquad L_mu=\frac1\rho\frac{d}{d\rho}\left(\rho\frac{du}{d\rho}\right)-\frac{m^2}{\rho^2}u. \tag{1}$$

Nothing physical happens to the electron at $\rho=0$ when $V$ is smooth, yet the coefficients are singular there. Near the axis the two solutions behave as $1$ and $\ln\rho$ for $m=0$, and as $\rho^{|m|}$ and $\rho^{-|m|}$ otherwise. The first of each pair is the regular solution, which a discretisation must select. Its matrix should also be symmetric, since the Hamiltonian is self-adjoint with the weight $\rho\,d\rho$.

We assume a potential that is smooth as a function in the plane, hence a smooth even function of $\rho$, so that a regular $u$ is $\rho^{|m|}$ times a smooth even function of $\rho$. The outer condition is $u(R)=0$.

## Balance of flux over a ring

Place the nodes and the faces between them at

$$\rho_j=(j-\tfrac12)h,\qquad r_j=jh,\qquad R=(N+\tfrac12)h. \tag{2}$$

The unknowns are $u_1,\dots,u_N$, and $u_{N+1}=0$. Node $j$ lies in the ring between $r_{j-1}$ and $r_j$. Integrating the derivative part of (1) over this ring with weight $\rho$ gives

$$\int_{r_{j-1}}^{r_j}(\rho u')'\,d\rho=r_ju'(r_j)-r_{j-1}u'(r_{j-1}). \tag{3}$$

The weight of the ring is

$$\int_{r_{j-1}}^{r_j}\rho\,d\rho=\frac{h^2}{2}\left[j^2-(j-1)^2\right]=h^2(j-\tfrac12)=h\rho_j. \tag{4}$$

Each face lies midway between two nodes, so we use $u'(r_j)\approx(u_{j+1}-u_j)/h$. Then $r_ju'(r_j)\approx j(u_{j+1}-u_j)$. Dividing (3) by (4), and taking the centrifugal term at the node, we obtain

$$(L_hu)_j=\frac{j(u_{j+1}-u_j)-(j-1)(u_j-u_{j-1})}{(j-\frac12)h^2}-\frac{m^2}{\rho_j^2}u_j. \tag{5}$$

For $j=1$ the factor $j-1$ vanishes. The value $u_0$, which would belong to the point $-h/2$, does not enter, and nothing has to be prescribed for it. Geometrically, the innermost ring is a full disk whose inner face has zero circumference.

If the same formula is to serve in every row, the half shift is what achieves this. (A grid with a node on the axis can also do without a prescribed value, but it needs a separate first row for the central disk of radius $h/2$.) Suppose that the first node were at $sh$ with $s>0$. The preceding node would be at $(s-1)h$ and the face between them at $(s-\frac12)h$. The coefficient of $u_0$ in the first row would be

$$\frac{(s-\frac12)h}{h^2\,sh}=\frac{s-\frac12}{s\,h^2}, \tag{6}$$

which vanishes only for $s=\frac12$. Centred differences of $u''+u'/\rho$ lead to the same formula. There the coefficients of $u_{j\pm1}$ are

$$\frac1{h^2}\pm\frac1{2h\rho_j}=\frac{\rho_j\pm h/2}{h^2\rho_j}, \tag{7}$$

and $\rho_j\pm h/2$ are the two face radii. The coefficient of $u_j$ is $-2/h^2$ in both forms, because the face radii add to $2\rho_j$. The flux form makes the meaning and the symmetry visible, while the position of the nodes removes $u_0$.

## The condition contained in the first row

That no axis condition is imposed does not mean that the axis is unconstrained. Take $m=0$ and write (1) as $L_0u=gu$ with $g=2(V-E)$. Multiply row $i$ of (5) by $(i-\frac12)h^2$ and sum from $i=1$ to $j$. The inner fluxes cancel in pairs and the flux at the axis is zero, so

$$j(u_{j+1}-u_j)=h^2\sum_{i=1}^{j}(i-\tfrac12)g_iu_i. \tag{8}$$

The flux through a circle equals the source inside it. For bounded $g$ and $u$ the right side is of order $r_j^2$, so the flux tends to zero at the axis. This is the natural condition $\rho u'\to0$, and it excludes the logarithm, for which $\rho u'$ stays constant. Equation (8) also yields $u_2$ from $u_1$, then $u_3$, and so on: one starting value fixes the whole solution.

The excluded solution can be displayed. Set $g=0$ and demand unit flux through every face, $j(u_{j+1}-u_j)=1$, with $u_1=0$. Then

$$u_j=H_{j-1}=\sum_{k=1}^{j-1}\frac1k . \tag{9}$$

Since $\ln(j+\frac12)-\ln(j-\frac12)=1/j+O(j^{-3})$, the harmonic number $H_{j-1}$ differs from $\ln(j-\frac12)=\ln(\rho_j/h)$ by an amount that tends to a constant. It is the discrete logarithm. Rows with $j\ge2$ are satisfied because the flux is constant. The first row gives $(L_hu)_1=1/(h^2/2)=2/h^2$ instead of zero. Multiplied by the area $\pi h^2$ of the innermost disk, this is a source of strength $2\pi$, the same as in $\nabla^2\ln\rho=2\pi\delta^2(\boldsymbol\rho)$. The logarithm needs a line source on the axis, and the first row contains none.

For $m\neq0$ and $g=0$, multiplication of (5) by $(j-\frac12)h^2$ gives

$$j(u_{j+1}-u_j)=(j-1)(u_j-u_{j-1})+\frac{m^2}{j-\frac12}u_j. \tag{10}$$

The first row is $u_2-u_1=2m^2u_1$, or $u_2=(1+2m^2)u_1$. If $u_1>0$, every difference in (10) is positive by induction. The solution therefore increases and cannot be the decaying $\rho^{-|m|}$.

The low powers can be worked out in full. Differences across a face at $r$, multiplied by $r/h$, give the fluxes

$$\rho:\ r,\qquad \rho^2:\ 2r^2,\qquad \rho^3:\ 3r^3+\tfrac14h^2r. \tag{11}$$

Take the difference of each flux between $r=\rho+h/2$ and $r=\rho-h/2$, and divide by $h\rho$. For the third power the difference is $3(3\rho^2h+h^3/4)+h^3/4=9\rho^2h+h^3$. Denoting the derivative part of (5) by $D_h$, we find

$$D_h\rho=\frac1\rho,\qquad D_h\rho^2=4,\qquad D_h\rho^3=9\rho+\frac{h^2}{\rho}. \tag{12}$$

Hence $\rho$ and $\rho^2$ are exact discrete solutions for $|m|=1$ and $2$, in agreement with $u_2/u_1=3$ and $9$. For $|m|=3$, try $\rho^3+\alpha h^2\rho$. The terms in $h^2/\rho$ require $1+\alpha(1-9)=0$, so the discrete solution is $\rho^3+h^2\rho/8$. Its first ratio is $19$ rather than the $27$ of a pure cube, but the correction falls as $h^2/(8\rho^2)$ relative to the main term.

## Accuracy up to the axis

For a smooth function $f$, a centred difference over a width $h$ gives $f'+h^2f'''/24+O(h^4)$. Used at a face, this makes the numerical flux

$$F=\rho u'+\frac{h^2}{24}\rho u'''+O(h^4). \tag{13}$$

Used again to difference $F$ about the node, it adds $h^2(\rho u')'''/24$. The error of the operator is therefore

$$\tau=D_hu-\frac{(\rho u')'}{\rho}=\frac{h^2}{24\rho}\left[(\rho u''')'+(\rho u')'''\right]+O(h^4). \tag{14}$$

The two terms in brackets are $u'''+\rho u''''$ and $3u'''+\rho u''''$, so to leading order

$$\tau=\frac{h^2}{12}\left(u''''+\frac{2u'''}{\rho}\right). \tag{15}$$

For $u=\rho^p$ the bracket is $p(p-1)(p-2)[(p-3)+2]\rho^{p-4}$, hence

$$\tau=\frac{h^2}{12}\,p(p-1)^2(p-2)\,\rho^{p-4}. \tag{16}$$

Even powers give no singular term: $p=0$ and $2$ have no error, and $p\ge4$ gives a bounded one. For even $m$ the operator is thus second-order accurate up to the axis.

For odd $|m|\ge5$ the lowest power in $u$ is at least $\rho^5$, and (16) is again bounded. For $|m|=1$ and $3$ the power $\rho^3$ can be present and contributes $h^2/\rho$ times its coefficient, as in (12). At the first node $h^2/\rho$ is $2h$, a local error of first order. In an energy, however, it is multiplied by $u$ and by the weight $\rho$, and its integral is finite. The leading energy error remains of order $h^2$.

Integer $m$ matters here. For $u\sim\rho^p$ with $0<p<1$, the integrand $\rho u\tau$ behaves as $\rho^{2p-3}$, whose integral diverges at the axis, and this estimate fails. A potential such as $-1/\rho$ is outside the assumptions, since it puts odd powers into $u$ for $m=0$, but odd integer powers leave $\rho u\tau$ integrable. For its lowest state $u=e^{-2\rho}$, formula (29) below gives $Q=16-16\langle1/\rho\rangle=-48$ and an energy error of $+2h^2$, still of second order.

## Symmetry by square-root scaling

The neighbouring elements of $L_h$ are

$$L_{j,j+1}=\frac{j}{(j-\frac12)h^2},\qquad L_{j+1,j}=\frac{j}{(j+\frac12)h^2}. \tag{17}$$

They differ, but $h\rho_jL_{j,j+1}$ and $h\rho_{j+1}L_{j+1,j}$ both equal $j$, because the two rings share one face. With $W=\mathrm{diag}(h\rho_j)$, the matrix $WL_h$ is therefore symmetric. Now define

$$\phi_j=\sqrt{\rho_j}\,u_j,\qquad S=W^{1/2}L_hW^{-1/2},\qquad S_{jk}=\sqrt{\frac{\rho_j}{\rho_k}}\,L_{jk}. \tag{18}$$

Since $S=W^{-1/2}(WL_h)W^{-1/2}$, it is symmetric too. As a similarity transform it has the eigenvalues of $L_h$. Its off-diagonal elements are

$$S_{j,j+1}=\sqrt{\frac{j-\frac12}{j+\frac12}}\;\frac{j}{(j-\frac12)h^2}=\frac{j}{h^2\sqrt{j^2-\frac14}}. \tag{19}$$

The diagonal is unchanged by the scaling. For $m=0$ it is

$$S_{jj}=-\frac{j+(j-1)}{(j-\frac12)h^2}=-\frac{2}{h^2}. \tag{20}$$

The centrifugal term and the potential are diagonal and do not disturb the symmetry. The norm becomes $h\sum_j\phi_j^2=h\sum_j\rho_ju_j^2$, so ordinary orthogonality of the vectors $\phi$ is orthogonality of the functions $u$ with the cylindrical weight.

The sign of the kinetic energy is also preserved. Let $G_j=j(u_{j+1}-u_j)$, so that $h\rho_j(L_hu)_j=G_j-G_{j-1}$ for $m=0$. Shift the index in the second sum, using $G_0=0$ at the axis and $u_{N+1}=0$ at the wall:

$$-\sum_{j=1}^N u_j(G_j-G_{j-1})=\sum_{j=1}^N(u_{j+1}-u_j)G_j=\sum_{j=1}^N j(u_{j+1}-u_j)^2. \tag{21}$$

This is positive unless all $u_j$ equal $u_{N+1}=0$. The centrifugal term adds a nonnegative amount to $-L_h$.

For $h=0.1$ bohr, the unscaled elements $L_{12}$ and $L_{21}$ are $200$ and $66.67$ bohr$^{-2}$. Scaling replaces both by their geometric mean, $115.47$ bohr$^{-2}$. The next off-diagonal element is $103.28$ bohr$^{-2}$, already close to the planar value $1/h^2=100$ bohr$^{-2}$.

## Why the scaling comes after the discretisation

One could instead scale the differential equation. With $u=\rho^{-1/2}\phi$, we have $\rho u'=\rho^{1/2}\phi'-\frac12\rho^{-1/2}\phi$. Differentiation cancels the terms in $\phi'$ and leaves

$$\sqrt\rho\,L_0u=\phi''+\frac{\phi}{4\rho^2}. \tag{22}$$

The regular solution now behaves as $\sqrt\rho$ and is not smooth. Consider standard differences on $\rho_j=jh$, with $h=R/(N+1)$ and $\phi_0=0$. Near the axis the energy is negligible, and

$$\phi_{j+1}+\phi_{j-1}=\left(2-\frac1{4j^2}\right)\phi_j. \tag{23}$$

For $j\gg1$ this approaches the differential equation at zero energy, so $\phi_j\simeq\sqrt j\,(a+b\ln j)$. To find the sign of $b$, insert $\sqrt j$ into (23). The defect is

$$d_j=\sqrt{j+1}+\sqrt{j-1}-\left(2-\frac1{4j^2}\right)\sqrt j<0, \tag{24}$$

because $\sqrt{1+x}+\sqrt{1-x}=2-x^2/4-5x^4/64-\dots$, where all further terms are negative. Define $w_j=\sqrt j\,\phi_{j+1}-\sqrt{j+1}\,\phi_j$. Equations (23) and (24) give

$$w_j-w_{j-1}=\sqrt j(\phi_{j+1}+\phi_{j-1})-\phi_j(\sqrt{j+1}+\sqrt{j-1})=-d_j\phi_j. \tag{25}$$

Here $w_0=0$. For $\phi_1>0$, induction shows that $w_j$ is positive and increasing and that $\phi_j/\sqrt j$ increases. The asymptotic form gives $w_j\to b$, so $b>0$: this scheme admits some logarithm.

Outside the first few nodes but still at $\rho\ll R$, where the energy is negligible, $u\simeq A+B\ln(\rho/R)$, with $A/B=a/b+\ln(R/h)$. The admixture dies only logarithmically. Its effect on the lowest state of a disk with $V=0$ follows from Green's identity. Let $u_0=J_0(j_{01}\rho/R)$ be the regular state, where $j_{01}$ is the first zero of $J_0$, and let $\lambda=2E$. Then

$$(\lambda_0-\lambda)\int_0^R\rho u_0u\,d\rho=\left[\rho(u_0u'-uu_0')\right]_0^R=-B. \tag{26}$$

For small $B/A$ we may set $u\approx Au_0$ in the integral. To evaluate it, multiply $(\rho u_0')'=-\lambda_0\rho u_0$ by $2\rho u_0'$ and integrate. The left side gives $R^2u_0'(R)^2$. The right side, after integration by parts, gives $2\lambda_0\int\rho u_0^2d\rho$. With $J_0'=-J_1$ and $\lambda_0=j_{01}^2/R^2$, the integral is $R^2J_1(j_{01})^2/2$. The energy error is then $\delta E=(\lambda-\lambda_0)/2\simeq(B/A)/[R^2J_1(j_{01})^2]$, and

$$\frac1{\delta E}\simeq R^2J_1(j_{01})^2\left[\ln\frac Rh+\text{const}\right]. \tag{27}$$

Relative corrections of order $B/A$ to $\delta E$ change the constant.

For $R=5$ bohr the exact energy is $j_{01}^2/(2R^2)=2.404826^2/50=0.115664$ hartree. The lowest eigenvalues of the two tridiagonal matrices, found numerically, have these errors in hartree:

| $N$ | discretise, then scale | scale, then discretise |
|---|---|---|
| 100 | $-6.47\times10^{-6}$ | $2.35\times10^{-2}$ |
| 400 | $-4.08\times10^{-7}$ | $1.93\times10^{-2}$ |
| 1600 | $-2.55\times10^{-8}$ | $1.64\times10^{-2}$ |

The first column falls by about 16 when $h$ falls by about 4. The second is still 14% of the exact energy at the largest $N$. Between the last two rows $1/\delta E$ grows by $9.28$ hartree$^{-1}$, while (27) gives $9.33$ hartree$^{-1}$. The two columns differ in grid and axis treatment as well as in order: the first owes its accuracy to the vanishing inner face, and the flux form on $\rho_j=jh$ with $u_0=0$ shows a similar slow error ($1.79\times10^{-2}$ hartree at $N=1600$). The logarithmic failure belongs to $m=0$; on the same disk, scaling first gives errors that behave numerically as $h^2\ln h$ for $|m|=1$ and as $h^2$ for $|m|=2$ and $3$.

The matrix $S$ does contain the attraction in (22). From (19), $h^2S_{j,j+1}=1+1/(8j^2)+\dots$, and the two neighbours together supply $1/(4j^2)$ at large $j$. Near the axis its elements are those for which $\sqrt{\rho_j}$, the image of $u=1$, is an exact zero-energy solution away from the wall.

## Oscillator energies

For $V=\frac12\omega^2\rho^2$ the size of the error can be predicted. Let $u$ be an exact state. At the nodes the discrete Hamiltonian $H_h=-\frac12L_h+V$ gives $H_hu=Eu-\tau/2$. Let $v$ be the corresponding discrete state, with energy $E_h$, and let $\langle\cdot,\cdot\rangle$ be the sum with weight $h\rho_j$. By symmetry,

$$E_h\langle v,u\rangle=\langle v,H_hu\rangle=E\langle v,u\rangle-\tfrac12\langle v,\tau\rangle. \tag{28}$$

To leading order $v$ may be replaced by $u$ and the sums by integrals. With (15),

$$E_h-E\simeq-\frac{h^2}{24}\,Q,\qquad Q=\frac{\int_0^\infty\rho u\,(u''''+2u'''/\rho)\,d\rho}{\int_0^\infty\rho u^2\,d\rho}. \tag{29}$$

Write $m$ for $|m|$ and first set $\omega=1$. The lowest state is $u=\rho^me^{-\rho^2/2}$, with $E=m+1$. Each derivative turns $\rho^ke^{-\rho^2/2}$ into $(k\rho^{k-1}-\rho^{k+1})e^{-\rho^2/2}$. Three applications give

$$\frac{u'''}{u}=\frac{m(m-1)(m-2)}{\rho^3}-\frac{3m^2}{\rho}+3(m+1)\rho-\rho^3, \tag{30}$$

and a fourth gives

$$\frac{u''''}{u}=\frac{m(m-1)(m-2)(m-3)}{\rho^4}-\frac{m(m-1)(4m-2)}{\rho^2}+6m^2+6m+3-(4m+6)\rho^2+\rho^4. \tag{31}$$

Adding $2/\rho$ times (30) to (31), we find

$$\frac{u''''+2u'''/\rho}{u}=\frac{m(m-1)^2(m-2)}{\rho^4}-\frac{m(4m^2+2)}{\rho^2}+6m^2+12m+9-4(m+2)\rho^2+\rho^4. \tag{32}$$

From $\int_0^\infty\rho^{2n+1}e^{-\rho^2}d\rho=n!/2$, the averages are $\langle\rho^{2k}\rangle=(m+k)!/m!$. For $m\ge2$,

$$Q=(m-1)(m-2)-(4m^2+2)+6m^2+12m+9-3(m+1)(m+2)=3. \tag{33}$$

For $m=0$ and $1$ the terms with divergent averages are absent from (32). The remaining ones give $9-8+2=3$ and $-6+27-24+6=3$. Lengths scale as $\omega^{-1/2}$, so in general $Q=3\omega^2$ and

$$E_h\simeq\omega(|m|+1)-\frac{\omega^2h^2}{8}. \tag{34}$$

The leading shift is the same for the lowest state of every $m$. It is negative: the discrete energy is not a variational upper bound.

Take $\omega=0.5$ hartree, $h=0.1$ bohr and $N=120$, which puts the wall at $12.05$ bohr, where these states are negligible. Equation (34) predicts a shift of $-0.25\times0.01/8=-3.125\times10^{-4}$ hartree. Numerical diagonalisation of the symmetric tridiagonal matrix gives

| $\lvert m\rvert$ | $E_h$ (hartree) | shift ($10^{-4}$ hartree) |
|---|---|---|
| 0 | 0.499687 | $-3.127$ |
| 1 | 0.999688 | $-3.123$ |
| 2 | 1.499687 | $-3.127$ |
| 3 | 1.999687 | $-3.127$ |

The prediction holds within 0.1% of the shift. The small remainder has the opposite sign for $|m|=1$, a detail beyond the leading order treated here. For $m=0$, spacings of $0.2$, $0.1$ and $0.05$ bohr give shifts of $-12.53$, $-3.127$ and $-0.781$ in the same unit, a factor of four per halving. The ground-state energy at $h=0.1$ bohr is $13.597$ eV.

For $m=0$ the wavefunction is equally well behaved at the first node, $\rho_1=0.05$ bohr. Dividing the eigenvector by $\sqrt{\rho_j}$ and normalising with $2\pi h\sum_j\rho_ju_j^2=1$ gives $u_1=0.39882$ bohr$^{-1}$. The exact value, $\sqrt{\omega/\pi}\,e^{-\omega\rho_1^2/2}$, is $0.39869$ bohr$^{-1}$. The relative difference is about $3\times10^{-4}$, with no condition imposed at the axis beyond the vanishing face in (5). For $m\neq0$ the value at the first node is small, of order $h^{|m|}$, and its relative error is larger: about $-3\times10^{-3}$ for $|m|=1$ and $-1\times10^{-2}$ for $|m|=2$ at this spacing. For $|m|=3$ it is $0.47$ and tends to $\frac12$ as $h\to0$, as $\rho^3+h^2\rho/8$ at $\rho_1=h/2$ shows.

Numbers in the example were calculated in double precision.
